# Temperature Coefficient of the Long-Channel MOS Threshold Voltage: a numerical check

```python
"""
Temperature coefficient of the long-channel MOS threshold voltage (p-type body).

Result under test:
    dVT/dT   = dG/dT + (2m - 1) dphiF/dT
    dphiF/dT = Eg'/2 - (k/q) [ln(sqrt(Nc Nv)/NA) + 3/2]
    dG/dT    = -+Eg'/2 - (k/2q) ln(Nc/Nv)   (upper sign n+ gate, lower p+ gate)
G     : gate work function minus that of the intrinsic semiconductor (V)
phiF  : bulk potential (kT/q) ln(NA/ni);  Eg : bandgap (eV), Eg' its T slope
m     : 1 + Cd/Cox, with Cd = eps_s/Wd the depletion capacitance at threshold
Nc, Nv: effective densities of states at temperature T;  NA : acceptor density
Threshold: surface electron density equals NA. Fixed oxide charge is zero.
The reference side solves neutrality, integrates the space charge numerically,
and differentiates the gate voltage by finite differences.
SI units inside; energies in eV, so that they are also potentials in volts.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import solve_ivp
from scipy.optimize import brentq

KQ = sc.k / sc.e
EG0, ALPHA, BETA = 1.20, 5.0e-4, 600.0     # eV, eV/K, K
MASS_C, MASS_V = 1.1, 0.8                  # density-of-states masses / m0
EPS_S, EPS_OX = 12 * sc.epsilon_0, 4 * sc.epsilon_0
E_ACC, G_ACC = 0.05, 4.0                   # acceptor level (eV), degeneracy
NODES, WEIGHTS = np.polynomial.legendre.leggauss(40)


def gap(T):
    return EG0 - ALPHA * T**2 / (T + BETA)


def gap_slope(T):
    return -ALPHA * T * (T + 2 * BETA) / (T + BETA)**2


def band_density(mass, T):
    return 2 * (2 * np.pi * mass * sc.m_e * sc.k * T / sc.h**2)**1.5


# ---------- reference side: numerical electrostatics ----------
def ionized(level, T, NA, freeze):
    """Ionized acceptors; level = Fermi level above the local valence edge."""
    if not freeze:
        return NA + 0 * level
    return NA / (1 + G_ACC * np.exp((E_ACC - level) / (KQ * T)))


def neutral_bulk(T, NA, freeze=False):
    """Fermi level above the valence edge, hole and electron densities."""
    vt, eg = KQ * T, gap(T)
    nc, nv = band_density(MASS_C, T), band_density(MASS_V, T)

    def imbalance(level):
        n = nc * np.exp((level - eg) / vt)
        return np.log(nv) - level / vt - np.log(ionized(level, T, NA, freeze) + n)

    level = brentq(imbalance, 0.0, eg, xtol=1e-15)
    return level, nv * np.exp(-level / vt), nc * np.exp((level - eg) / vt)


def threshold_numeric(T, NA, tox, gate, freeze=False):
    vt = KQ * T
    level, p, n = neutral_bulk(T, NA, freeze)
    psi_s = vt * np.log(NA / n)
    edges = np.linspace(0, psi_s, 13)
    half = np.diff(edges) / 2
    psi = (edges[:-1] + half)[:, None] + half[:, None] * NODES
    density = (ionized(level + psi, T, NA, freeze)
               + n * np.exp(psi / vt) - p * np.exp(-psi / vt))
    integral = np.sum(half[:, None] * WEIGHTS * density)
    charge = np.sqrt(2 * EPS_S * sc.e * integral)
    phi_ms = level - gap(T) if gate == "n+" else level
    return phi_ms + psi_s + charge * tox / EPS_OX


def slope_numeric(T, NA, tox, gate, freeze=False, h=0.25):
    return (threshold_numeric(T + h, NA, tox, gate, freeze)
            - threshold_numeric(T - h, NA, tox, gate, freeze)) / (2 * h)


# ---------- derived formulas ----------
def formula(T, NA, tox, gate):
    nc, nv = band_density(MASS_C, T), band_density(MASS_V, T)
    vt, eg, cox = KQ * T, gap(T), EPS_OX / tox
    sign = -1 if gate == "n+" else 1
    r = {}
    r["ni"] = np.sqrt(nc * nv) * np.exp(-eg / (2 * vt))
    r["phi"] = vt * np.log(NA / r["ni"])
    r["G"] = sign * eg / 2 - vt / 2 * np.log(nc / nv)
    r["body"] = np.sqrt(4 * EPS_S * sc.e * NA * r["phi"]) / cox
    r["VT"] = r["G"] + r["phi"] + r["body"]
    r["Wd"] = np.sqrt(4 * EPS_S * r["phi"] / (sc.e * NA))
    r["m"] = 1 + EPS_S / r["Wd"] / cox
    r["log"] = np.log(np.sqrt(nc * nv) / NA)
    r["dphi"] = gap_slope(T) / 2 - KQ * (r["log"] + 1.5)
    r["dG"] = sign * gap_slope(T) / 2 - KQ / 2 * np.log(nc / nv)
    r["dVT"] = r["dG"] + (2 * r["m"] - 1) * r["dphi"]
    r["dlnni"] = 1.5 / T + eg / (2 * vt * T) - gap_slope(T) / (2 * vt)
    return r


def threshold_freeze(T, NA, tox, gate):
    """Closed form with partly ionized acceptors in the neutral body."""
    r, vt = formula(T, NA, tox, gate), KQ * T
    f = neutral_bulk(T, NA, True)[1] / NA
    potential = 2 * r["phi"] + vt * (2 * np.log(f) + 1 - f)
    charge = np.sqrt(2 * EPS_S * sc.e * NA * potential)
    return r["G"] + r["phi"] + charge * tox / EPS_OX, f


# ---------- tests ----------
worst_v = worst_s = 0.0
for T in (200.0, 300.0, 400.0):
    for NA in (1e22, 1e23, 1e24):
        h = 0.25
        bulk = [neutral_bulk(t, NA)[1:] for t in (T - h, T + h)]
        lnni = [0.5 * np.log(p * n) for p, n in bulk]
        phi = [0.5 * KQ * t * np.log(p / n)
               for t, (p, n) in zip((T - h, T + h), bulk)]
        ref = formula(T, NA, 1e-8, "n+")
        assert abs((lnni[1] - lnni[0]) / (2 * h) / ref["dlnni"] - 1) < 1e-5
        assert abs((phi[1] - phi[0]) / (2 * h) - ref["dphi"]) < 2e-8
        for tox in (2e-9, 1e-8):
            for gate in ("n+", "p+"):
                r = formula(T, NA, tox, gate)
                dv = abs(threshold_numeric(T, NA, tox, gate) - r["VT"])
                ds = abs(slope_numeric(T, NA, tox, gate) - r["dVT"])
                worst_v, worst_s = max(worst_v, dv), max(worst_s, ds)
assert worst_v < 1e-6 and worst_s < 2e-8

T0, NA0, TOX0 = 300.0, 1e23, 1e-8
a, b = formula(T0, NA0, TOX0, "n+"), formula(T0, NA0, TOX0, "p+")
vt0 = KQ * T0

# Poisson's equation integrated in space from the neutral body to the surface,
# potential in units of kT/q and distance in Debye lengths.
u_s = 2 * a["phi"] / vt0


def poisson(x, y):
    return [y[1], 1 - np.exp(-y[0]) + np.exp(y[0] - u_s)]


def surface(x, y):
    return y[0] - u_s


surface.terminal = True
sol = solve_ivp(poisson, (0, 60), [1e-4, 1e-4], events=surface,
                method="DOP853", rtol=1e-10, atol=1e-13)
assert len(sol.t_events[0]) == 1
debye = np.sqrt(EPS_S * vt0 / (sc.e * NA0))
field_ode = sol.y_events[0][0][1] * vt0 / debye
field_formula = np.sqrt(4 * sc.e * NA0 * a["phi"] / EPS_S)
assert abs(field_ode / field_formula - 1) < 1e-5

freeze_rows = []
for T in (300.0, 100.0):
    closed, f = threshold_freeze(T, NA0, TOX0, "n+")
    numeric = threshold_numeric(T, NA0, TOX0, "n+", True)
    assert abs(closed - numeric) < 1e-6
    full = formula(T, NA0, TOX0, "n+")
    freeze_rows.append((T, f, 1e3 * (numeric - full["VT"]), 1e3 * full["dVT"],
                        1e3 * slope_numeric(T, NA0, TOX0, "n+", True)))

# ---------- worked example ----------
print(f"Gap law: Eg0 {EG0:.2f} eV, alpha {ALPHA:.1e} eV/K, beta {BETA:.0f} K")
print(f"Masses {MASS_C}, {MASS_V} m0; eps_r body 12, oxide 4")
print(f"NA {NA0/1e6:.1e} cm^-3, oxide {TOX0*1e9:.0f} nm, T {T0:.0f} K")
print(f"k/q = {1e3*KQ:.5f} mV/K; kT/q = {1e3*vt0:.3f} mV")
print(f"Eg = {gap(T0):.4f} eV; dEg/dT = {1e3*gap_slope(T0):.4f} meV/K")
print(f"Nc = {band_density(MASS_C, T0)/1e6:.4e} cm^-3")
print(f"Nv = {band_density(MASS_V, T0)/1e6:.4e} cm^-3")
print(f"ni = {a['ni']/1e6:.4e} cm^-3; dln(ni)/dT = {a['dlnni']:.5f} 1/K")
print(f"ln(sqrt(Nc Nv)/NA) = {a['log']:.4f}")
print(f"phiF = {a['phi']:.4f} V; Wd = {a['Wd']*1e9:.2f} nm")
print(f"Cox = {EPS_OX/TOX0*1e2:.4f} uF/cm^2")
print(f"Cd = {EPS_S/a['Wd']*1e2:.4f} uF/cm^2; m = {a['m']:.4f}")
print(f"Charge term |Qs|/Cox = {a['body']:.4f} V")
print(f"Surface field: ODE {field_ode/1e8:.6f}, formula "
      f"{field_formula/1e8:.6f} MV/cm")
print("Parts of dphiF/dT (mV/K):")
print(f"  phiF/T {1e3*a['phi']/T0:.4f}; -3k/2q {-1.5e3*KQ:.4f}")
print(f"  -Eg/2T {-1e3*gap(T0)/(2*T0):.4f}; Eg'/2 {500*gap_slope(T0):.4f}")
print(f"  sum dphiF/dT = {1e3*a['dphi']:.4f}")
print(f"Charge-term slope = {2e3*(a['m']-1)*a['dphi']:.4f} mV/K")
print(f"Bulk part (2m-1)dphiF/dT = {1e3*(2*a['m']-1)*a['dphi']:.4f} mV/K")
for name, r, c in (("n+", a, a["m"] - 1), ("p+", b, b["m"])):
    print(f"{name} gate: G = {r['G']:.4f} V, VT = {r['VT']:.4f} V")
    print(f"  dG/dT = {1e3*r['dG']:.4f}, dVT/dT = {1e3*r['dVT']:.4f} mV/K")
    print(f"  finite difference dVT/dT = "
          f"{1e3*slope_numeric(T0, NA0, TOX0, name):.4f} mV/K")
    print(f"  flat-band slope dG/dT-dphiF/dT = "
          f"{1e3*(r['dG']-r['dphi']):.4f} mV/K")
    print(f"  net bandgap part of dVT/dT = {1e3*c*gap_slope(T0):.4f} mV/K")
print("n+ gate against temperature: T (K), VT (V), dVT/dT (mV/K)")
for T in (200.0, 300.0, 400.0):
    r = formula(T, NA0, TOX0, "n+")
    print(f"  {T:.0f}  {r['VT']:.4f}  {1e3*r['dVT']:.4f}")
print("n+ gate, 300 K: NA (cm^-3), oxide (nm), m, dphiF/dT, dVT/dT (mV/K)")
for NA in (1e22, 1e23, 1e24):
    for tox in (2e-9, 1e-8):
        r = formula(T0, NA, tox, "n+")
        print(f"  {NA/1e6:.0e}  {tox*1e9:.0f}  {r['m']:.4f}  "
              f"{1e3*r['dphi']:.4f}  {1e3*r['dVT']:.4f}")
print(f"Freeze-out, n+ gate: acceptor level {E_ACC} eV, degeneracy {G_ACC:.0f}")
print("  T (K), ionized fraction, VT shift (mV), slope full / partial (mV/K)")
for T, f, shift, s_full, s_part in freeze_rows:
    print(f"  {T:.0f}  {f:.4f}  {shift:.3f}  {s_full:.4f} / {s_part:.4f}")
print(f"Largest test deviations: VT {worst_v:.1e} V, slope {worst_s:.1e} V/K")
print("checks complete")
```

Running it gives:

```
Gap law: Eg0 1.20 eV, alpha 5.0e-04 eV/K, beta 600 K
Masses 1.1, 0.8 m0; eps_r body 12, oxide 4
NA 1.0e+17 cm^-3, oxide 10 nm, T 300 K
k/q = 0.08617 mV/K; kT/q = 25.852 mV
Eg = 1.1500 eV; dEg/dT = -0.2778 meV/K
Nc = 2.8951e+19 cm^-3
Nv = 1.7956e+19 cm^-3
ni = 4.9930e+09 cm^-3; dln(ni)/dT = 0.08451 1/K
ln(sqrt(Nc Nv)/NA) = 5.4293
phiF = 0.4346 V; Wd = 107.38 nm
Cox = 0.3542 uF/cm^2
Cd = 0.0990 uF/cm^2; m = 1.2794
Charge term |Qs|/Cox = 0.4857 V
Surface field: ODE 0.161914, formula 0.161914 MV/cm
Parts of dphiF/dT (mV/K):
  phiF/T 1.4488; -3k/2q -0.1293
  -Eg/2T -1.9167; Eg'/2 -0.1389
  sum dphiF/dT = -0.7360
Charge-term slope = -0.4113 mV/K
Bulk part (2m-1)dphiF/dT = -1.1473 mV/K
n+ gate: G = -0.5812 V, VT = 0.3392 V
  dG/dT = 0.1183, dVT/dT = -1.0290 mV/K
  finite difference dVT/dT = -1.0290 mV/K
  flat-band slope dG/dT-dphiF/dT = 0.8543 mV/K
  net bandgap part of dVT/dT = -0.0776 mV/K
p+ gate: G = 0.5688 V, VT = 1.4892 V
  dG/dT = -0.1595, dVT/dT = -1.3068 mV/K
  finite difference dVT/dT = -1.3068 mV/K
  flat-band slope dG/dT-dphiF/dT = 0.5765 mV/K
  net bandgap part of dVT/dT = -0.3554 mV/K
n+ gate against temperature: T (K), VT (V), dVT/dT (mV/K)
  200  0.4361  -0.9046
  300  0.3392  -1.0290
  400  0.2306  -1.1440
n+ gate, 300 K: NA (cm^-3), oxide (nm), m, dphiF/dT, dVT/dT (mV/K)
  1e+16  2  1.0190  -0.9344  -0.8517
  1e+16  10  1.0951  -0.9344  -0.9939
  1e+17  2  1.0559  -0.7360  -0.7000
  1e+17  10  1.2794  -0.7360  -1.0290
  1e+18  2  1.1657  -0.5376  -0.5975
  1e+18  10  1.8286  -0.5376  -1.3102
Freeze-out, n+ gate: acceptor level 0.05 eV, degeneracy 4
  T (K), ionized fraction, VT shift (mV), slope full / partial (mV/K)
  300  0.8805  -0.976  -1.0290 / -1.0232
  100  0.1490  -6.285  -0.7315 / -0.6648
Largest test deviations: VT 4.4e-16 V, slope 1.1e-10 V/K
checks complete
```
